# Thermal suppression of charge oscillations in a metallic single-electron box

## Problem

A small metallic island exchanges electrons with a grounded lead through a tunnel junction of capacitance $C_J$. A gate at voltage $V_g$ acts on it through a capacitance $C_g$, and a stray capacitance $C_0$ connects it to ground. Let $n$ be the number of excess electrons on the island, so that its charge is $-ne$ with $e>0$, and define

$$C=C_J+C_g+C_0,\qquad E_C=\frac{e^2}{2C},\qquad n_g=\frac{C_gV_g}{e},\qquad t=\frac{kT}{E_C}.$$

The island is a normal metal whose level spacing is far below $kT$. Tunnelling is weak: it lets the island reach equilibrium with the lead but hardly changes the energies.

(a) Find the energy of the state with $n$ excess electrons, and express $\langle n\rangle$ through the partition function.

(b) At high temperature $\langle n\rangle$ follows $n_g$ with a small periodic deviation. Use Poisson summation to find the leading deviation, with its prefactor and sign. How high must the temperature be?

(c) Evaluate the amplitude between 1.5 and 4.2 K for a junction of $60\times60$ nm² with 50 fF/µm², $C_g=2$ aF and $C_0=18$ aF.

## Hints

1. The gate voltage is held fixed, so the work done by the gate source must be subtracted from the energy stored in the capacitors.
2. Differentiate the partition function with respect to $n_g$. The result contains $n-n_g$.
3. The partition function is unchanged when $n_g$ increases by one. Write its Fourier coefficient as an integral over one period, and let the sum over $n$ extend the integral to the whole line.
4. A wide Gaussian has a narrow Fourier transform. At high temperature, keep the first oscillating term.

## Solution

### (a) Energy and mean charge

Let $\phi$ be the island potential. The island charge is the sum of the charges on its sides of the capacitors:

$$-ne=(C_J+C_0)\phi+C_g(\phi-V_g)\quad\Rightarrow\quad \phi=\frac{C_gV_g-ne}{C}=\frac{e}{C}(n_g-n).$$

The gate source has delivered the charge $Q_g=C_g(V_g-\phi)$ at voltage $V_g$, hence the work $Q_gV_g$. The lead is at zero potential, so taking electrons from it costs no further electrostatic work. The energy that governs the equilibrium is therefore

$$U=\tfrac12(C_J+C_0)\phi^2+\tfrac12C_g(V_g-\phi)^2-C_g(V_g-\phi)V_g .$$

Expanding the last two terms gives

$$\tfrac12C_gV_g^2-C_gV_g\phi+\tfrac12C_g\phi^2-C_gV_g^2+C_gV_g\phi=\tfrac12C_g\phi^2-\tfrac12C_gV_g^2 .$$

The terms linear in $\phi$ cancel. With $\phi$ inserted,

$$U=\tfrac12C\phi^2-\tfrac12C_gV_g^2=E_C(n-n_g)^2-\tfrac12C_gV_g^2 .$$

The last term does not depend on $n$ and drops out of all probabilities. We use $E_n=E_C(n-n_g)^2$.

The word "metallic" matters here. The electrons inside the island also have a free energy that depends on $n$. Let the mean level spacing, counted with both spins, be $\delta$. For a constant density of states $1/\delta$ and $kT\gg\delta$, adding $n$ electrons raises the island's chemical potential by $n\delta$, so the added free energy is $\int_0^n n'\delta\,dn'=n^2\delta/2$. This raises the coefficient of $n^2$, and the period in $n_g$, by the factor $1+\delta/2E_C$. The exponent found below amplifies the change: the amplitude shifts by a fraction of about $(\pi^2t-1)\,\delta/2E_C$. The term is negligible when both this fraction and $\delta/E_C$ are small. A term linear in $n$, from a mismatch of chemical potentials or from a static charge nearby, only shifts the origin of $n_g$.

The partition function is

$$Z(n_g)=\sum_{n=-\infty}^{\infty}e^{-(n-n_g)^2/t}.$$

Since $\partial_{n_g}[-(n-n_g)^2/t]=2(n-n_g)/t$, we have $\partial Z/\partial n_g=(2/t)\,Z\,\langle n-n_g\rangle$, and so

$$\langle n\rangle-n_g=\frac t2\,\frac{\partial\ln Z}{\partial n_g}. \tag{1}$$

### (b) Poisson summation

Replacing $n_g$ by $n_g+1$ merely relabels the terms of the sum, so $Z$ has period one. It is also smooth and therefore equals its Fourier series:

$$Z(n_g)=\sum_m c_m e^{2\pi imn_g},\qquad c_m=\int_0^1dx\,e^{-2\pi imx}\sum_n e^{-(n-x)^2/t}.$$

The sum converges uniformly on the interval, so it may be integrated term by term. In the $n$th term put $y=x-n$. The phase becomes $e^{-2\pi im(y+n)}=e^{-2\pi imy}$, because $mn$ is an integer, and $y$ runs from $-n$ to $1-n$. These intervals cover the real line once:

$$c_m=\int_{-\infty}^{\infty}dy\,e^{-y^2/t}e^{-2\pi imy}.$$

The odd part of the integrand vanishes on integration. We need $J(\kappa)=\int e^{-y^2/t}\cos(\kappa y)\,dy$ at $\kappa=2\pi m$. Using $ye^{-y^2/t}=-(t/2)\,d(e^{-y^2/t})/dy$ and integrating by parts,

$$J'(\kappa)=-\int ye^{-y^2/t}\sin(\kappa y)\,dy
=\frac t2\int\frac{d e^{-y^2/t}}{dy}\sin(\kappa y)\,dy=-\frac{t\kappa}{2}J(\kappa).$$

With $J(0)=\sqrt{\pi t}$, this gives $J(\kappa)=\sqrt{\pi t}\,e^{-t\kappa^2/4}$. At $\kappa=2\pi m$ the exponent is $-\pi^2tm^2$. Terms $m$ and $-m$ combine into cosines:

$$Z=\sqrt{\pi t}\left[1+2\sum_{m=1}^{\infty}q^{m^2}\cos(2\pi mn_g)\right],\qquad q=e^{-\pi^2t}=e^{-\pi^2kT/E_C}. \tag{2}$$

No approximation has been made in this step. The original sum converges fast at low temperature, where few charge states are occupied. The new one converges fast at high temperature, where many are.

For $q\ll1$, use $\ln(1+z)=z-z^2/2+\dots$ in (2):

$$\ln Z=\tfrac12\ln(\pi t)+2q\cos(2\pi n_g)-2q^2\cos^2(2\pi n_g)+O(q^3).$$

The derivative of the first oscillating term is $-4\pi q\sin(2\pi n_g)$. Multiplication by $t/2$, as (1) requires, gives

$$\boxed{\langle n\rangle\simeq n_g-2\pi\frac{kT}{E_C}\,e^{-\pi^2kT/E_C}\sin(2\pi n_g)} \tag{3}$$

The charge oscillations are thus suppressed by $\exp(-\pi^2kT/E_C)$, multiplied by a prefactor linear in $T$. A plot of $\ln(\text{amplitude}/T)$ against $T$ is straight in this regime, with slope $-\pi^2k/E_C$. A plot of $\ln(\text{amplitude})$ has the local slope $1/T-\pi^2k/E_C$.

The sign reflects the preference for whole charges. Just above $n_g=0$ the sine is positive, so $\langle n\rangle$ lies below $n_g$: the mean is pulled slightly back towards 0. Just below $n_g=1$ the mean lies above $n_g$, pulled slightly towards 1. At $n_g=1/2$ the states $0$ and $1$ are equally likely, as are $-1$ and $2$ and so on, and the deviation vanishes.

The condition for (3) is $q\ll1$, or $\pi^2kT\gg E_C$. It does not require $kT\gg E_C$. To see how good it is, write the next term of the logarithm as $-2q^2\cos^2(2\pi n_g)=-q^2-q^2\cos(4\pi n_g)$. By (1) it contributes $+2\pi tq^2\sin(4\pi n_g)$ to $\langle n\rangle$. The second harmonic is therefore smaller than the first by a factor of about $q$.

The factor $\pi^2$ can be understood from the thermal spread of charge. If $n$ were continuous, its distribution would be a Gaussian with variance $\sigma^2=t/2$. Discreteness enters as a modulation of period one in $n$, that is, of wavenumber $2\pi$. Averaging such a modulation over the Gaussian multiplies it by $e^{-(2\pi)^2\sigma^2/2}=e^{-\pi^2t}$. At 1.5 K in the example below, the continuum spread is $\sigma=0.40$ electron and this factor is already 0.041. The amplitude also carries the prefactor $2\pi t$, and the first harmonic is then 26 % of its zero-temperature value. The actual spread of the discrete $n$ at this temperature still depends on the gate, from 0.29 at $n_g=0$ to 0.50 at $n_g=1/2$.

### (c) Numbers for an aluminium box

The junction has $C_J=50\times0.060^2=0.180$ fF, so $C=0.180+0.002+0.018=0.200$ fF. Then

$$E_C=\frac{e^2}{2C}=0.4005\ \text{meV},\qquad \frac{E_C}{k}=4.648\ \text{K},\qquad \frac{E_C}{\pi^2k}=0.471\ \text{K}.$$

The last value is the temperature scale of the exponential, about a tenth of the charging temperature. One oscillation takes a gate-voltage change of $e/C_g=80.1$ mV.

At 3.0 K, $t=3.0/4.648=0.6454$, so $q=e^{-6.370}=1.712\times10^{-3}$. The amplitude is

$$2\pi tq=2\pi(0.6454)(1.712\times10^{-3})=6.94\times10^{-3}\ \text{electrons}.$$

Since $\langle\phi\rangle=-(e/C)(\langle n\rangle-n_g)$ and $e/C=0.801$ mV, the mean island potential oscillates with an amplitude of 5.56 µV. The other temperatures follow in the same way:

| $T$ (K) | $t$ | $q$ | amplitude (electrons) |
|---|---|---|---|
| 1.5 | 0.323 | $4.14\times10^{-2}$ | $8.39\times10^{-2}$ |
| 2.0 | 0.430 | $1.43\times10^{-2}$ | $3.87\times10^{-2}$ |
| 3.0 | 0.645 | $1.71\times10^{-3}$ | $6.94\times10^{-3}$ |
| 4.2 | 0.904 | $1.34\times10^{-4}$ | $7.60\times10^{-4}$ |

Direct summation over the charge states gives a first-harmonic amplitude of $8.404\times10^{-2}$ at 1.5 K, against $8.390\times10^{-2}$ from (3). For this harmonic the leading formula is low by only 0.17 %, although $kT$ is only a third of $E_C$. The full curve $\langle n\rangle$ is less accurate at this temperature, because (3) omits a second harmonic of about 4 % of the first.

The prefactor shows when two temperatures are compared at fixed $E_C$. From 3.0 to 4.2 K the exponential alone falls to 0.0782 of its value, while the amplitude falls to $1.4\times0.0782=0.110$. The amplitude reaches 0.001 electron at 4.05 K.

The parameters are rough typical values for a small aluminium island with an aluminium-oxide junction. The temperatures lie above the superconducting transition of bulk aluminium, roughly 1.2 K. Thin or granular films can have a higher transition temperature, so it should be checked before the values at the lower temperatures in the table are used. Well below the transition, where few thermally excited quasiparticles remain, pairing can make the free energy depend on whether $n$ is even or odd, and the present $E_n$ is then insufficient. For an island of $300\times60\times30$ nm³, the free-electron estimate of the level spacing is $\delta=0.080$ µeV. Then $kT/\delta$ is about 1600 at 1.5 K, and the term $n^2\delta/2$ raises the coefficient of $n^2$ by only one part in $10^4$, and the amplitude at 4.2 K by 0.08 %. The root-mean-square island potential at 4.2 K and $n_g=1/2$ is 0.54 mV. Even across an oxide only 1 nm thick (50 fF/µm² suggests 1.4 to 1.8 nm for a relative permittivity of 8 to 10) this is a field of 0.0054 MV/cm, far too small to threaten breakdown.

The stray capacitance matters much more, because $C$ enters the exponent. An additional 10 aF, with temperature and the other capacitances fixed, lowers the amplitude at 3 K by 24 %, and an additional 20 aF by 42 %. The value $C_0=18$ aF depends on the substrate. A rough estimate that treats the island above as an ellipsoid at the substrate surface gives about 16 to 27 aF on thick silicon oxide, but about 35 to 70 aF on sapphire or silicon. The calculated amplitude is therefore no more certain than the capacitance estimate allows. Real offset charges can also drift. A drift shifts the phase of the oscillation, and averaging over different phases reduces the observed amplitude. Finite tunnel conductance is a further departure from the model, treated in the second variation.

## Variation 1: every harmonic at any temperature

**Question.** Within the same model, find the harmonics of $\langle n\rangle-n_g$ without assuming $q\ll1$.

**Solution.** Let $n_g$ become a complex variable $x$, and write (2) as $Z(x)=\sqrt{\pi t}\sum_mq^{m^2}e^{2\pi imx}$. A shift by $i\pi t$ multiplies the $m$th term by $e^{-2\pi^2tm}=q^{2m}$. Because $m^2+2m=(m+1)^2-1$, relabelling the sum gives

$$Z(x+i\pi t)=q^{-1}e^{-2\pi ix}Z(x).$$

Hence $G=\partial_x\ln Z$ obeys $G(x+1)=G(x)$ and $G(x+i\pi t)=G(x)-2\pi i$.

Consider the rectangle with corners $0,\,1,\,1+i\pi t,\,i\pi t$. On its lower side $Z$ is a sum of positive Boltzmann factors. On its left side, $x=iy$, each term $q^{m^2}e^{-2\pi my}$ is positive. The shift relations then exclude zeros from the other two sides. Integrating $G$ anticlockwise, the vertical sides cancel, and the lower side minus the upper leaves $2\pi i$. There is therefore one simple zero inside. It lies at $x_0=\tfrac12+\tfrac12i\pi t$: there $e^{2\pi ix_0}=-q$, and $\sum_m(-1)^mq^{m^2+m}$ vanishes because $m\to-1-m$ preserves the power and reverses the sign.

Let $G_k=\int_0^1G(x)e^{-2\pi ikx}dx$. Since $\ln Z$ is periodic on the real axis, $G_0=0$. For $k\ne0$, integrate $Ge^{-2\pi ikx}$ around the rectangle. On the upper side the exponential acquires the factor $e^{2\pi^2kt}$, and the constant $-2\pi i$ in $G$ integrates to zero. The residue theorem gives

$$G_k\left(1-e^{2\pi^2kt}\right)=2\pi i\,e^{-2\pi ikx_0}=2\pi i(-1)^ke^{\pi^2kt},$$

so that $G_k=-i\pi(-1)^k/\sinh(k\pi^2t)$. Combining $k$ with $-k$ and multiplying by $t/2$,

$$\langle n\rangle-n_g=\pi t\sum_{k=1}^{\infty}\frac{(-1)^k}{\sinh(k\pi^2t)}\sin(2\pi kn_g). \tag{4}$$

The first amplitude is $A=\pi t/\sinh(\pi^2t)=2\pi tq/(1-q^2)$. The relative error of (3) for this harmonic is thus about $q^2$. At 1.5 K, $q^2=1.7\times10^{-3}$, which accounts for the 0.17 % found above. The second harmonic is smaller than the first by the factor $1/(2\cosh\pi^2t)$, or 4.1 % at 1.5 K.

As $t\to0$, the coefficients tend to $(-1)^k/(\pi k)$. These are the Fourier coefficients of $-n_g$ on $-\tfrac12<n_g<\tfrac12$, so $\langle n\rangle=0$ there: this is a step of the Coulomb staircase. The first amplitude starts from $1/\pi=0.318$ electron, and the exponential law takes over once $q$ is small.

## Variation 2: weak but finite tunnelling

**Question.** The junction has resistance $R_T=200$ kΩ. To first order in $g=h/(e^2R_T)$ and leading order in $q$, how much does tunnelling change the first harmonic?

**Solution.** Let $\beta=1/kT$, and let $V$ be the tunnelling operator, which changes $n$ by $\pm1$. The first-order term in $Z$ vanishes because $V$ does not return the island to its initial charge. In second order, $V$ acts at two imaginary times separated by $\tau$. The cyclic property of the trace makes $\tau$ and $\beta-\tau$ equivalent, so the correction is

$$Z_2=\frac\beta2\int_0^\beta d\tau\,\mathrm{Tr}\left[e^{-(\beta-\tau)H_0}Ve^{-\tau H_0}V\right].$$

An electron leaves a filled state $\epsilon$ and enters an empty state $\epsilon'$. Let $W$ be the squared matrix element times both densities of states, summed over spin and taken constant. With $f$ the Fermi function, the electrons contribute

$$K(\tau)=W\int d\epsilon\,f(\epsilon)e^{\tau\epsilon}\int d\epsilon'\,[1-f(\epsilon')]e^{-\tau\epsilon'} .$$

Call the first integral $I$ and put $u=\tau/\beta$. Shifting its contour by $2\pi i/\beta$ multiplies the integrand by $e^{2\pi iu}$ and encloses the pole at $i\pi/\beta$, whose residue is $-e^{i\pi u}/\beta$. Thus $I(1-e^{2\pi iu})=-2\pi ie^{i\pi u}/\beta$, or $I=\pi/[\beta\sin(\pi u)]$. The second integral is the same after $\epsilon'\to-\epsilon'$.

To fix $W$, apply a voltage $v$ to the junction at zero temperature with charging ignored. The golden rule gives the current $e(2\pi/\hbar)W\,ev$, which must equal $v/R_T$. Hence $W=\hbar/(2\pi e^2R_T)=g/4\pi^2$.

The charging energies combine by completing the square:

$$(1-u)(n-n_g)^2+u(n\pm1-n_g)^2=(n-n_g\pm u)^2+u(1-u).$$

The sum over $n$ is therefore $e^{-u(1-u)/t}Z(n_g\mp u)$, and

$$\frac{Z_2}{Z}=\frac g8\int_0^1du\,\frac{e^{-u(1-u)/t}}{\sin^2(\pi u)}\sum_\pm\frac{Z(n_g\mp u)}{Z(n_g)} .$$

To leading order in $q$, (2) turns the last sum into

$$2+4q\cos(2\pi n_g)[\cos(2\pi u)-1]=2-8q\sin^2(\pi u)\cos(2\pi n_g).$$

The constant 2 gives an integral that diverges at its ends. A finite bandwidth $D$ cuts it off. The divergent part does not depend on $n_g$ and does not affect the charge. The cutoff also leaves gate-dependent corrections that fall off roughly as $E_C/D$. They are negligible here, where $D$ is of the order of the Fermi energy, some $3\times10^4E_C$. In the oscillating part $\sin^2(\pi u)$ cancels, leaving $-gq\cos(2\pi n_g)\int_0^1e^{-u(1-u)/t}du$. Relative to the original $2q\cos(2\pi n_g)$ in $\ln Z$, the change is

$$\frac{\delta A}{A}=-\frac g2\int_0^1e^{-u(1-u)/t}\,du .$$

Equation (1) still applies, because $n_g$ enters the Hamiltonian only through the charging energy. Tunnelling lowers the amplitude because the charge spends part of the imaginary time in a neighbouring state, which blurs its discreteness. As $t\to\infty$, the correction tends to $-g/2$.

Here $g=0.129$. The amplitude is reduced by 4.0 % at 1.5 K and 5.4 % at 4.2 K, less than the effect of 10 aF of unknown capacitance at 3 K. When $g$ is no longer small, first order in $g$ is insufficient and this estimate fails. The remaining values for the example are in the numerical output.

## Computed results

```
Junction capacitance C_J = 0.180 fF
Gate, stray capacitance = 2.0, 18.0 aF
Total capacitance C = 0.200 fF
Charging energy E_C = 0.4005 meV
E_C/k = 4.648 K
E_C/(pi^2 k) = 0.4710 K
Gate period e/C_g = 80.11 mV
Zero-temperature amplitude 1/pi = 0.3183 electrons
T = 1.5 K: kT/E_C = 0.3227, exp(-pi^2 kT/E_C) = 4.1377e-02
  amplitude, direct sum = 8.40421e-02 electrons
  amplitude, leading formula = 8.38982e-02 electrons
  island potential amplitude = 67.33 uV
  second/first harmonic = 4.131e-02
  tunnelling correction = -3.96 %
T = 2.0 K: kT/E_C = 0.4303, exp(-pi^2 kT/E_C) = 1.4311e-02
  amplitude, direct sum = 3.86990e-02 electrons
  amplitude, leading formula = 3.86911e-02 electrons
  island potential amplitude = 31 uV
  second/first harmonic = 1.431e-02
  tunnelling correction = -4.45 %
T = 3.0 K: kT/E_C = 0.6454, exp(-pi^2 kT/E_C) = 1.7121e-03
  amplitude, direct sum = 6.94294e-03 electrons
  amplitude, leading formula = 6.94292e-03 electrons
  island potential amplitude = 5.562 uV
  second/first harmonic = 1.712e-03
  tunnelling correction = -5.02 %
T = 4.2 K: kT/E_C = 0.9036, exp(-pi^2 kT/E_C) = 1.3394e-04
  amplitude, direct sum = 7.60462e-04 electrons
  amplitude, leading formula = 7.60462e-04 electrons
  island potential amplitude = 0.6092 uV
  second/first harmonic = 1.339e-04
  tunnelling correction = -5.38 %
Amplitude ratio 4.2 K / 3.0 K = 0.10953
Same ratio from exponential alone = 0.07824
Amplitude is 0.001 electron at T = 4.054 K
Tunnel resistance = 200 kOhm, g = 0.1291
Free-electron level spacing delta = 0.0796 ueV
kT/delta at 1.5 K = 1623
Relative shift of E_C, delta/(2 E_C) = 9.94e-05
10 aF more stray capacitance, amplitude at 3 K: -23.6 %
RMS island potential at 4.2 K = 0.540 mV
RMS field in a 1 nm oxide = 0.00540 MV/cm
Largest error, Poisson series (relative) = 2.6e-15
Largest error, harmonics = 2.5e-14 electrons
Slope of ln(amplitude/t) = -9.869605, -pi^2 = -9.869604
```
